Monodomain critical thickness of a ferroelectric film with imperfect electrodes

If the electrodes of a ferroelectric capacitor are taken as perfect conductors, the short-circuited film feels no internal field, and Landau theory gives it the bulk polarization at every thickness. The prediction fails for thin films. A real metal holds its screening charge in a layer of finite depth, the voltage across that layer must be balanced by a voltage across the film, and the resulting field opposes the polarization. In the model developed here, if the bulk instability is not too strong, this field removes the uniform polar state altogether below a certain thickness, although the bulk material is well inside its ferroelectric phase.

Consider a film of thickness d, filling −d/2 < z < d/2, between two metal electrodes joined by a wire. Its soft polarization P points along z, and in-plane variation is excluded for now. Everything else in the film that responds to a field is collected in a background permittivity ε_b. The bulk energy density at zero field is

f(P) = aP²/2 + bP⁴/4, with a < 0 and b > 0. (1)

The effects of substrate strain and clamping are taken to be contained in a and b. Hartree atomic units are used, with 4πε₀ = 1, so the displacement is D = ε_b E + 4πP and a, the ratio of a field to a polarization, is a pure number. There is no free charge inside the film, and its surfaces add no energy of their own.

The electrode comes first. Let φ be the electrostatic potential measured from its value deep in the metal, N the density of states at the Fermi level per unit volume, and ε_e the permittivity of the metal's ion cores and bound electrons. Where φ is positive, electrons gather until the Fermi level is again flat. For small φ the excess electron density is Nφ and the charge density is −Nφ. Poisson's equation, ε_e φ'' = −4π(−Nφ), becomes

φ'' = φ/λ², λ² = ε_e/(4πN). (2)

The solution that vanishes deep in the metal falls from its surface value φ_s as exp(−s/λ), where s is the distance from the interface. The charge per unit area is −Nφ_s λ = −ε_e φ_s/(4πλ). An electrode carrying surface charge −σ therefore has

φ_s = 4π(λ/ε_e)σ. (3)

The length λ/ε_e is the effective screening length. It is shorter than the Thomas-Fermi length λ because the lattice of the metal shares in the screening.

Now let P be positive. The top face of the film has bound charge +P, so the top electrode carries −σ and the bottom one +σ. By (3) the top face lies at +4π(λ₂/ε₂)σ and the bottom face at −4π(λ₁/ε₁)σ, both measured from the common potential of the two short-circuited metals. This requires that the circuit has no built-in voltage, whether from a mismatch of work functions or from unequal dipoles at the two interfaces. With

Λ = λ₁/ε₁ + λ₂/ε₂, (4)

the field in the film is minus the potential difference divided by d:

E = −4πΛσ/d. (5)

Gauss's law gives a second relation. The displacement in the film is produced by the electrode charge, D = 4πσ, so

ε_b E = 4π(σ − P). (6)

Inserting (5) in (6) and dividing by 4π gives −ε_b Λσ/d = σ − P, hence P = σ(1 + ε_b Λ/d), and

σ = Pd/(d + ε_b Λ), E = −4πΛP/(d + ε_b Λ). (7)

The minus sign makes E a depolarizing field. It vanishes for Λ → 0, the perfect electrode. For very large Λ it tends to −4πP/ε_b, the field of a film without any screening charge.

To decide on stability we need an energy, and it must include what it costs to charge the electrodes. The field energy per unit area in one electrode is the integral of ε_e φ'²/(8π). Since φ'² = φ²/λ² and the integral of exp(−2s/λ) is λ/2, it equals ε_e φ_s²/(16πλ). The electrons also pay band energy, because they must occupy higher states; this costs (Nφ)²/(2N) = Nφ²/2 per unit volume. Its integral is Nφ_s²λ/4, which by (2) is again ε_e φ_s²/(16πλ). The sum is ε_e φ_s²/(8πλ), and with (3) it becomes 2π(λ/ε_e)σ². In the film the background field energy is ε_b E²/(8π) = 2π(σ − P)²/ε_b per unit volume. The energy of the whole capacitor per unit area is thus

G = d[aP²/2 + bP⁴/4 + 2π(σ − P)²/ε_b] + 2πΛσ². (8)

The charge σ flows freely through the wire and settles where ∂G/∂σ = 0. This gives 4πd(σ − P)/ε_b + 4πΛσ = 0, or Ed + 4πΛσ = 0, which is (5) again. The energy and the circuit condition therefore agree, including the factor of two that would be lost if the band energy were forgotten.

We eliminate σ. From (7), σ − P = −ε_b ΛP/(d + ε_b Λ). The two electrostatic terms of (8) become

2πd ε_b Λ²P²/(d + ε_b Λ)² + 2πΛd²P²/(d + ε_b Λ)²
= 2πΛdP²(ε_b Λ + d)/(d + ε_b Λ)²
= 2πΛdP²/(d + ε_b Λ).

Dividing by d leaves a Landau energy with a changed quadratic coefficient:

G/d = AP²/2 + bP⁴/4, A = a + 4πΛ/(d + ε_b Λ). (9)

Close to P = 0 the equation of state is AP = 0 to first order. The nonpolar film is stable for A > 0 and unstable for A < 0. Since A decreases as d grows, the instability begins where A = 0, that is, where d + ε_b Λ = 4πΛ/|a|. The critical thickness is

d_c = Λ(4π/|a| − ε_b), for |a| < 4π/ε_b. (10)

In SI units, with a in m/F, the bracket reads 1/(ε₀|a|) − ε_b. At fixed a the critical thickness is proportional to the screening length Λ. Its dependence on the Landau coefficient is an inverse law in the limit of a weak instability:

d_c ≈ 4πΛ/|a|, for |a| ≪ 4π/ε_b. (11)

The neglected term, ε_b Λ, does not depend on a, so its relative weight falls as the bulk instability becomes weaker. If |a| exceeds 4π/ε_b, the coefficient A is negative even for d → 0. Such a material would polarize with no screening charge at all, and this model then gives no critical thickness.

A second form of (10) shows its meaning. In the nonpolar state of the bulk, a small field gives P = E/a, so the linear permittivity is ε = ε_b + 4π/a. This is negative when (10) applies, and

d_c = −Λε, or d_c/ε + Λ = 0. (12)

A charge σ produces the voltage 4πσd/ε across the film and 4πσΛ across the electrodes. At threshold the two cancel, and the capacitor can charge itself without a source. A thicker film has the larger negative voltage and runs away from the nonpolar state; in a thinner one the positive voltage of the electrodes wins.

Equation (12) also settles a question of convention. If the total polarization P_t = P + (ε_b − 1)E/(4π) is used as the variable, the background permittivity becomes 1 and, after division by E, the quadratic coefficient follows from

1/a_t = 1/a + (ε_b − 1)/(4π). (13)

Then 1 + 4π/a_t = ε_b + 4π/a, and d_c is unchanged. Taking a from one convention and ε_b from the other would change it.

For a worked example take round model parameters that stand for no particular material: λ = 1 bohr and ε_e = 4 for both electrodes, ε_b = 8, a = −0.1 and b = 4000. By (2) the density of states is 4/(4π) = 0.318 per hartree and cubic bohr. Each effective screening length is 1/4 = 0.25 bohr, so Λ = 0.5 bohr. The condition on a is met, since 4π/ε_b = 1.571. Then

d_c = 0.5 × (125.66 − 8) = 58.8 bohr = 3.11 nm.

The leading law (11) gives 62.8 bohr, which is 6.8 percent above the full result of the model. The linear permittivity of the unstable bulk state is 8 − 125.66 = −117.7, and 0.5 × 117.7 is 58.8 again. In terms of the total polarization, (13) gives 1/a_t = −10 + 0.557, so a_t = −0.1059, and 0.5 × (4π/0.1059 − 1) returns the same thickness.

The approach to the inverse law is seen by weakening the instability. By (10) the product |a|d_c/Λ equals 4π − ε_b|a|. For |a| = 0.1, 0.05 and 0.025 the critical thickness is 58.8, 121.7 and 247.3 bohr, and the product is 11.77, 12.17 and 12.37, against the limit 4π = 12.57. Each halving of |a| halves the distance to the limit. If a varies with temperature as a'(T − T₀), with a' > 0, the condition A = 0 can also be read at fixed thickness. It gives the temperature below which the film can polarize uniformly,

T_c(d) = T₀ − 4πΛ/[a'(d + ε_b Λ)],

so in this mean-field model the shift falls as 1/d for thick films.

Above the threshold the polarization follows from (9) as P² = −A/b. Writing 4πΛ = |a|(d_c + ε_b Λ), we find −A = |a|[1 − (d_c + ε_b Λ)/(d + ε_b Λ)], and therefore

P² = P₀²(d − d_c)/(d + ε_b Λ), P₀² = |a|/b. (14)

The polarization rises from zero as the square root of d − d_c and tends to the bulk value P₀. In the example P₀ = (0.1/4000)^½ = 0.00500 e/bohr², or 0.286 C/m². A film of 100 bohr has

P/P₀ = (41.17/104)^½ = 0.629,

that is, P = 0.00315 e/bohr² or 0.180 C/m². Although this film is 1.7 times as thick as the critical one, it has lost more than a third of its polarization. The screening charge is 100/104 = 0.962 of P. The unscreened 4 percent leaves a field of −4π × 0.5 × 0.00315/104 = −1.90 × 10⁻⁴ hartree/(e bohr), which is enough to cause the loss. At threshold the unscreened fraction is ε_b Λ/(d_c + ε_b Λ) = ε_b|a|/(4π), here 6.4 percent. The uniform state disappears while the electrodes still compensate most of the bound charge, because the energy gained by polarizing is small on the electrostatic scale.

The linear treatment of the electrodes needs a closer look, since the screening charge of a polarized film is not infinitesimal. For a smooth local relation between potential and electron density, the surface potential is a power series in the signed surface charge. Let its value for electrode charge −s be αs + βs² + γs³ + …. Two identical electrodes have s = σ and s = −σ, and the total drop is the difference

(ασ + βσ² + γσ³) − (−ασ + βσ² − γσ³) = 2ασ + 2γσ³. (15)

The quadratic terms cancel. The cubic one adds a term in σ⁴ to the energy and cannot move the zero of A. As an illustration, give each electrode a parabolic band whose Fermi level lies 0.2 hartree above the band bottom, with the same density of states as before. A numerical solution of the nonlinear screening equation at σ = 0.004 e/bohr² gives a drop 0.51 percent below the linear value at the electrode that gathers electrons, while the total drop is only 0.011 percent above it. At half the charge the deviations are 0.26 and 0.0027 percent, a reduction by about two and four, as (15) requires.

If the electrodes differ, the quadratic terms need not cancel, and the energy acquires a cubic term. Then d_c remains the stability limit of the nonpolar state, but with a nonzero cubic term a polar state of one sign becomes the lower one somewhat below d_c, so the transition is discontinuous. A work-function mismatch is more serious. It adds a constant voltage to the circuit condition, so P = 0 is no longer a solution and the polarization no longer sets in at a sharp threshold. For b > 0 a second state, polarized the opposite way, still appears at a definite thickness, but that thickness lies above d_c.

A Thomas-Fermi length of one bohr is also too short for a continuum picture of the metal to be trusted in detail. The threshold, however, uses only the statement that the total interface voltage is 4πΛσ for small σ. Any pair of interfaces that obeys this linear law has the same d_c, with Λ defined by that voltage, provided that Λ is positive and that the interfaces, as assumed throughout, add no energy in P of their own.

The sign of b matters too. If b < 0 and the energy density contains a further term cP⁶/6 with c > 0, equation (10) still marks where P = 0 becomes unstable, but a polar state may have lower energy before that. With x = P², the energy relative to the nonpolar state, divided by x, is

G/(dx) = A/2 + bx/4 + cx²/6.

Its minimum lies at x = 3|b|/(4c), where the last two terms add up to −3b²/(16c) + 3b²/(32c) = −3b²/(32c). The polar state is therefore the lower one as soon as A < 3b²/(16c), which means

d > 4πΛ/[|a| + 3b²/(16c)] − ε_b Λ. (16)

With b = −2000, c = 2.4 × 10⁸ and the other parameters unchanged, 3b²/(16c) = 0.003125, and the limit is 6.283/0.103125 − 4 = 56.9 bohr. Between 56.9 and 58.8 bohr the nonpolar film is metastable.

So far P has been the same at every depth. Suppose instead that it varies with z but has zero mean. Without free charge in the film D is uniform, and E = (D − 4πP)/ε_b. The voltage across the film is then Dd/ε_b, and the circuit condition Dd/ε_b + ΛD = 0 forces D = 0. Such a profile feels the full field −4πP/ε_b and has stiffness a + 4π/ε_b, plus any gradient energy. This exceeds A, because Λ/(d + ε_b Λ) is smaller than 1/ε_b. A uniform profile produces no field with which a zero-mean profile has a cross term in the energy, so the two kinds do not mix. As long as P does not vary in the plane, the uniform mode is the first to become unstable.

In-plane variation is another matter, since opposite domains can reduce the depolarizing field without help from the electrodes. Take P = p cos(kx), uniform in z, with gradient energy density g(∂P/∂x)²/2, in-plane permittivity ε_x and identical electrodes. The potential is F(z)cos(kx). In the film ε_b F'' = ε_x k²F, and the solution odd in z is proportional to sinh(qz) with q² = k²ε_x/ε_b. In the metal F'' = (k² + 1/λ²)F, so F decays as exp(−κs) with κ² = k² + 1/λ². If F_s is the value at the top face, continuity of the normal displacement there requires

4πp − ε_b qF_s coth(qd/2) = ε_e κF_s. (17)

The field amplitude averaged over the thickness is −2F_s/d. The stiffness against this modulation is therefore

S(k) = a + gk² + 8π/{d[ε_e κ + ε_b q coth(qd/2)]}. (18)

For k → 0 we have κ → 1/λ and q coth(qd/2) → 2/d, and S becomes the A of (9) with Λ = 2λ/ε_e. For small k, κ ≈ 1/λ + λk²/2 and q coth(qd/2) ≈ 2/d + q²d/6. The square bracket in (18) is then B₀ + B₁k², with B₀ = ε_e/λ + 2ε_b/d and B₁ = ε_e λ/2 + ε_x d/6. Expanding its inverse gives

S(k) ≈ A + (g − g_c)k², g_c = 8πB₁/(dB₀²). (19)

If g is smaller than the value of g_c at d = d_c, the nonpolar film becomes unstable against a modulated polarization while it is still stable against a uniform one, and d_c is not where polar order begins. For ε_x d ≫ 3ε_e λ and d ≫ 2ε_b λ/ε_e, equation (19) reduces to g_c ≈ (4π/3)ε_x(λ/ε_e)². Domains are thus favoured by poor screening and by a film that polarizes easily in its plane.

With ε_x = 100 and d = d_c the example has B₀ = 4.27 and B₁ = 983, so g_c = 23.0 bohr². For g = 4 bohr², a numerical minimization of (18) over k at d_c gives S = −0.011 at k = 0.051 per bohr, a period of about 123 bohr. A root search in d, with k optimized anew at each thickness, shows that a modulation of this kind already destabilizes the nonpolar film at 51.4 bohr. Since a profile free to vary with depth could do better, 51.4 bohr is only an upper bound on the onset of polar order and should not be read as an estimate of it; neither it nor the period found at d_c need describe the first unstable mode.

For g = 40 bohr² the order is reversed. A finite-element solution of Poisson's equation at d_c, with P free to vary in z at no gradient cost, gives a stiffness above that of the uniform mode at every wavevector sampled between 0.002 and 0.12 per bohr. The smallest excess, 6.8 × 10⁻⁵, agrees with (g − g_c)k² at k = 0.002. Beyond 0.12 per bohr the gradient term alone is more than 0.57, well above |a| = 0.1. For these parameters the uniform instability comes first, and the monodomain critical thickness is also the thickness at which the nonpolar film gives way.

Numerical values quoted here were computed with a short program.
